Charged-Defect Formation Energy: Two Derivations, Reservoirs and Finite-Cell Correction

## First half: the grand potential and a real-space correction

Subtract the energy of a perfect crystal cell from that of a cell with a charged vacancy, and the difference is not yet a formation energy. The cells hold different numbers of atoms and electrons, so the missing particles must be given an energy. The difference also depends on an arbitrary choice: raising the electrostatic potential everywhere by φ₀ changes the energy of a cell of net charge qe by qeφ₀. Finally, a periodic calculation describes an endless array of charged defects, not one.

The last fault alone can be large. In the model worked out in the second half, a vacancy of charge −2e sits in a cubic cell of edge 1 nm in a host of relative permittivity 10. Its energy comes out 0.87 eV below that of the same defect alone in an infinite host. The Fermi level at which the charge changes from −e to −2e then appears 0.72 eV above the valence-band edge instead of 1.37 eV.

The formula that removes these faults is

E_f(q) = E[D^q] − E[bulk] − Σ_i n_i μ_i + q(E_V + E_F) + E_corr.   (1)

Here e > 0 is the elementary charge and q the defect's charge number. E[D^q] and E[bulk] are the energies of periodic cells with and without the defect. The number n_i counts atoms of species i added to make the defect and is negative for atoms removed. The chemical potential μ_i is the energy per neutral atom in the reservoir of that species. E_V is the valence-band edge, measured with the average electrostatic potential of the bulk set to zero, and E_F is the Fermi level measured from E_V. For a simple cubic cell of edge L and volume Ω = L³, the correction is

E_corr = −E_lat − qeΔφ − q²e²β/(2ε₀Ω),   (2)

E_lat = −αq²e²/(8πε₀εL) + q²e²s²/(2ε₀εΩ).   (3)

The symbols ε, α, s, Δφ and β are defined where they enter.

The first derivation starts from a region of crystal of fixed volume that exchanges atoms and electrons with reservoirs at temperature T. Let it contain N_i atoms of species i and N_e electrons, and let a neutral atom of species i carry Z_i electrons. The net charge number of the region is

Q = Σ_i Z_i N_i − N_e.

Neutral atoms bring Σ_i Z_i N_i electrons with them. The electron reservoir must therefore supply only the rest, N_e − Σ_i Z_i N_i = −Q. With E the energy, S the entropy and μ_e the chemical potential of electrons, the grand potential is

Φ = E − TS − Σ_i μ_i N_i − μ_e(N_e − Σ_i Z_i N_i)
  = E − TS − Σ_i μ_i N_i + μ_e Q.   (4)

The sign of the last term has a direct meaning. A positive region has given electrons away, and each of them now has the energy μ_e in the reservoir. The electrons of a neutral atom are counted once, inside μ_i.

Equation (4) also removes the arbitrary potential. A shift φ₀ changes E by Qeφ₀. It changes the energy of every electron, and so μ_e, by −eφ₀. The two changes in Φ cancel, and μ_i does not move because it belongs to a neutral object.

Now put one defect into the region. N_i becomes N_i + n_i and Q goes from 0 to q. I leave out the vibrational free energy and keep the lowest electronic level of each charge state, so that E − TS becomes a ground-state energy apart from a degeneracy treated below. Subtracting (4) for the perfect region gives

ΔΦ(q) = E[D^q] − E[bulk] − Σ_i n_i μ_i + qμ_e.   (5)

With μ_e = E_V + E_F this is (1) without E_corr. It holds for an isolated defect, and from here on E_f(q) denotes this isolated value.

Several charge states compete at one site. In the grand partition function each state has the weight exp[−(E − Σ_i μ_i N_i + μ_e Q)/kT], where k is the Boltzmann constant. Group the states of the defective region by charge, let g_q be the degeneracy of the lowest level of charge q, and divide by the weight of the non-degenerate perfect region. If excitations cost much more than kT, the ratio is

z = Σ_q g_q exp[−E_f(q)/kT],   ΔΦ = −kT ln z.   (6)

Because E_f(q) contains qE_F, differentiation gives

∂ΔΦ/∂E_F = −(kT/z) Σ_q g_q (−q/kT) exp[−E_f(q)/kT] = ⟨q⟩.

The slope of the grand potential against the Fermi level is the mean charge number. At low temperature the charge state with the lowest E_f dominates, and a plot of formation energy against E_F is a chain of straight lines of slope q.

Let N sites be available, each independent of the others. A site is perfect with weight 1 or defective with total weight z, so the fraction of sites in charge state q is

n_q/N = g_q exp[−E_f(q)/kT]/(1 + z).   (7)

For z much less than 1 the denominator can be dropped.

The charge-transition level ε(q/q′) is the Fermi level, measured from E_V, at which two charge states have equal formation energy. Write E_f(q;0) for the value at E_F = 0. The condition

E_f(q;0) + qε(q/q′) = E_f(q′;0) + q′ε(q/q′)

gives

ε(q/q′) = [E_f(q;0) − E_f(q′;0)]/(q′ − q).   (8)

Both charge states contain the same atoms, so the sum Σ_i n_i μ_i cancels. Growth conditions change how many defects form, not where their levels lie. The finite-cell correction does not cancel, because it depends on q.

The atomic reservoirs are easy to identify in the crystals of interest. For a vacancy in silicon or germanium in equilibrium with its own bulk, n = −1 and μ is the bulk energy per atom. For phosphorus replacing silicon, n_P = +1 and n_Si = −1, so the reservoir terms are −μ_P + μ_Si. In silicon carbide, equilibrium with the compound imposes μ_Si + μ_C = μ_SiC, which leaves one free variable. It is bounded by the points at which elemental silicon or elemental carbon would precipitate.

It remains to relate the isolated defect to the periodic cell. Let E_iso and E_per be the electrostatic energies of the defect in the two settings. All other parts of the energy are taken to be independent of cell size, so E_corr = E_iso − E_per. The host is assumed to respond linearly, isotropically and homogeneously. The defect charge is assumed spherical and well inside the cell.

A lattice of net charges would have infinite energy. Periodic calculations avoid this by dropping the zero-wavevector term of the electrostatic energy. That amounts to adding a uniform background of density −qe/Ω, which makes each cell neutral, and setting the average potential to zero. With this zero the background has no net interaction with the potential of the perfect host.

A point charge Q₁ in the host produces the potential Q₁w(r). A charge density ρ then has the energy ½∫∫ρ(r)ρ(r′)w(r−r′). The factor ½ arises because the potential grows in proportion to the charge while it is built up. Far away w = 1/(4πε₀εr), where ε is the static relative permittivity. Nearby the screening is incomplete. In terms of the wavevector k, let the permittivity be ε(k), with

1/ε(k) = 1/ε + βk² + …,

which defines β, an area. The Fourier transform of w is 1/(ε₀ε(k)k²). The integral over all space of a function is its transform at k → 0, so the short-range part of w has the integral

∫[w − 1/(4πε₀εr)] d³r = lim (1/ε₀k²)[1/ε(k) − 1/ε] = β/ε₀.   (9)

Compare the real array with a model array of Gaussian charges qe, each of width s per Cartesian direction, in a host of constant permittivity ε. The model has a known lattice energy, found as follows. Take first point charges, and let ψ(r) be their periodic potential minus that of the charge at the origin. Near the origin the remaining source is the background, so Poisson's equation reads

∇²ψ = −(−qe/Ω)/(ε₀ε) = qe/(ε₀εΩ).

Since ∇²r² = 6, the solution is

ψ(r) = −αqe/(4πε₀εL) + qer²/(6ε₀εΩ) + harmonic terms.   (10)

The constant defines the Madelung number α, which is 2.8373 for the simple cubic lattice; the second half derives a sum for it. In cubic symmetry the harmonic terms start at angular momentum 4 and average to zero over any sphere about the origin with a radius less than L.

Now spread each charge into a Gaussian. The energy difference between the periodic and isolated model charges is half of (qe)² times the average of ψ/(qe) over the separation of two independently chosen points of the Gaussian. That separation has variance 2s² in each direction and mean square 6s². Hence

E_lat = ½q²e²[−α/(4πε₀εL) + 6s²/(6ε₀εΩ)],

which is (3). The background adds nothing, because it meets a potential of zero average. The first term is negative: each defect is attracted by the background more than it is repelled by its images.

The real array differs from the model array in three kinds of pair interaction. The Coulomb sums diverge one by one, but their divergent parts are the same in both arrays, and only differences are needed.

First, defects in different cells interact as point charges at distance R in both arrays, because the charges are spherical and do not overlap, and the short-range part of w is taken to have died away at that distance. This difference is zero.

Second, the background interacts with each defect. Let φ_sr be the potential of the isolated real defect minus that of the isolated model charge, and let S = ∫φ_sr d³r. The difference per defect is

(−qe/Ω)∫φ_sr d³r = −qeS/Ω.

There is no factor ½, since each pair of background and defect is counted once.

Third, the background interacts with itself through the short-range part of w. With the factor ½ for a self-interaction and (9), the difference per cell is

½Ω(qe/Ω)²(β/ε₀) = q²e²β/(2ε₀Ω).

Adding the three differences to the model energy gives

E_per − E_iso = E_lat − qeS/Ω + q²e²β/(2ε₀Ω).   (11)

The integral S can be read from a potential. The periodic potentials of the real and model arrays differ by the sum of all the φ_sr and a constant. Both averages are zero, so the constant is −S/Ω. Far from every defect φ_sr has died away, and the difference Δφ between real and model potentials is

Δφ = −S/Ω.   (12)

Substituting (12) in (11) and reversing the sign gives (2), which completes the first derivation. In an atomistic calculation, the potential of the perfect crystal must also be subtracted from that of the defective cell before the comparison with the model. If the program reports the potential energy of an electron, V = −eφ, the alignment term −qeΔφ becomes +qΔV.

Without the β term, the correction would consist of −E_lat and the alignment term alone. The β term has the same dependence on cell size as the alignment term, 1/L³, so a larger cell does not make it small by comparison. It comes from the interaction of the background with itself through the short-range part of w, and it vanishes if the permittivity does not depend on k.

## Second half: particle balance and a reciprocal-space correction

The symbols carry over. A defect of charge qe is made by adding n_i neutral atoms with chemical potentials μ_i, and electrons have the chemical potential μ_e = E_V + E_F. The periodic cell has edge L and volume Ω = L³. The host has static permittivity ε, and 1/ε(k) = 1/ε + βk² + …. The first half found

E_corr = −E_lat − qeΔφ − q²e²β/(2ε₀Ω),

where E_lat is the lattice energy (3) of Gaussian model charges of width s, and Δφ is the far potential of the real cell minus that of the model. It also found the occupation (7) and the level formula (8). The second derivation does not use the grand potential, and its correction contains no model charge.

Consider the crystal and its reservoirs together as a closed system at temperature T. Making one defect moves n_i neutral atoms from reservoir i into the crystal. It also sends q electrons from the crystal to the electron reservoir, or takes |q| electrons from it if q is negative. Atoms and electrons are conserved. The reservoirs are so large that one transfer does not change their chemical potentials, so their free energy changes by −Σ_i n_i μ_i + qμ_e. The crystal's energy changes by E[D^q] − E[bulk], taken for an isolated defect. The total cost is

E_f(q) = E[D^q] − E[bulk] − Σ_i n_i μ_i + qμ_e,   (13)

which agrees with (5). Here it is the energy balance of a reaction.

To see that this cost governs the number of defects, place n_q defects of each charge q on N sites. Write n for the sum of the n_q. The number of arrangements, including internal degeneracies, is

W = N!/[(N − n)! Π_q n_q!] × Π_q g_q^(n_q).

If the defects do not interact, the free energy that varies with the n_q is

F = Σ_q n_q E_f(q) − kT ln W.

For large numbers Stirling's formula gives d ln(m!)/dm = ln m. Increasing n_q by one also reduces N − n by one, so

∂ln W/∂n_q = ln(N − n) − ln n_q + ln g_q.

The minimum of F requires E_f(q) = kT ln[g_q(N − n)/n_q], or

n_q/(N − n) = g_q exp[−E_f(q)/kT].   (14)

Summing over q gives n/(N − n) = z, with z as in (6). Then N/(N − n) = 1 + z, and (14) becomes (7).

As an example, take one charge state with E_f = 6kT, g = 2 and a million sites. The weight is z = 2e⁻⁶ = 0.00496, and the number of defects is 10⁶z/(1 + z) = 4933. The dilute formula 10⁶z gives 4957.5, which is 0.5 per cent more.

The closed system also shows what fixes the Fermi level. In a real crystal the electron reservoir consists of the bands and all the other defects. The total charge must vanish, so E_F is found by requiring that electrons, holes and charged defects together be neutral. Equation (13) gives the cost at a stated E_F, and neutrality selects the value of E_F.

For the finite cell, write the electrostatic energy in terms of wavevectors. Let ρ(k) be the Fourier transform of the spherical defect charge. Its value at k = 0 is the total charge, so

ρ(k) = qe + ρ₂k² + ….

The coefficient ρ₂ describes the spread of the charge: expanding the transform of a spherical density gives ρ₂ = −(1/6)∫r²ρ(r)d³r. Define

f(k) = ρ(k)²/[ε(k)k²].

The energy ½∫∫ρρ′w then becomes

E_iso = (1/2ε₀)∫f(k) d³k/(2π)³,

E_per = (1/2ε₀Ω)Σ_{G≠0} f(G),   (15)

where G runs over the reciprocal lattice. The finite-cell error is the difference between a sum and an integral. Two things cause it: f diverges at k = 0, and the sum omits that point.

The divergent part can be handled through the function

D(t) = (1/Ω)Σ_{G≠0} exp(−tG²)/G² − ∫exp(−tk²)/k² d³k/(2π)³,

with t > 0. Differentiation removes the denominators:

dD/dt = −(1/Ω)Σ_{G≠0} exp(−tG²) + ∫exp(−tk²) d³k/(2π)³.

The Poisson summation formula states that a sum over all G, divided by Ω, equals the sum over all lattice vectors R of the function's inverse transform. For exp(−tk²) the inverse transform is (4πt)^(−3/2) exp(−R²/4t), and its R = 0 term is the integral above. The sum in dD/dt lacks G = 0, whose term is 1/Ω. Therefore

dD/dt = 1/Ω − Σ_{R≠0} (4πt)^(−3/2) exp(−R²/4t).   (16)

As long as √t is much smaller than L, the last sum is exponentially small and D(t) = D(0) + t/Ω. D(0) has the dimension of an inverse length, and L is the only length left, so D(0) = −α/(4πL) with a pure number α. It is the same α as in (10): in a host of constant permittivity a Gaussian of width s has f = q²e²exp(−s²k²)/(εk²), so its energy difference is q²e²D(s²)/(2ε₀ε), which reproduces (3).

Integrating (16) without neglecting the last sum gives a formula for α. The integral of (4πt′)^(−3/2) exp(−R²/4t′) over t′ from 0 to t is erfc(R/2√t)/(4πR), where erfc is the complementary error function. The integral in D(t) is 1/(4π^(3/2)√t). Hence

−α/(4πL) = (1/Ω)Σ_{G≠0} exp(−tG²)/G² − 1/(4π^(3/2)√t) − t/Ω + Σ_{R≠0} erfc(R/2√t)/(4πR).

This is the Ewald sum. Both series converge fast when √t is about 0.2L to 0.3L, and the result does not depend on t. Numerically α = 2.8373.

Now split f into a Gaussian part, which carries the divergence, and a remainder h:

f(k) = q²e²exp(−tk²)/(εk²) + h(k).

For small k the two functions are

f = (qe + ρ₂k²)²(1/ε + βk²)/k² = q²e²/(εk²) + 2qeρ₂/ε + q²e²β + …,

q²e²exp(−tk²)/(εk²) = q²e²/(εk²) − q²e²t/ε + ….

Their difference is finite at the origin:

h(0) = 2qeρ₂/ε + q²e²β + q²e²t/ε.

Let the defect charge and the short-range part of w decay at least exponentially with distance, as they do in the example below. Then h is smooth at the origin, and its inverse transform also decays at least exponentially. By Poisson's formula its sum over all G, divided by Ω, equals its integral up to exponentially small terms. Leaving out G = 0 costs h(0)/Ω. The Gaussian part contributes (q²e²/ε)D(t). Therefore

E_per − E_iso = (1/2ε₀)[(q²e²/ε)(−α/(4πL) + t/Ω) − h(0)/Ω].

The terms in t cancel, as they must, since t was an arbitrary tool. Reversing the sign gives

E_corr = αq²e²/(8πε₀εL) + qeρ₂/(ε₀εΩ) + q²e²β/(2ε₀Ω).   (17)

This must be the same correction as (2), although β appears there with the opposite sign. To compare them, find S from the small-k limit of the short-range potential, which is the real potential minus the Gaussian model's:

S = lim (1/ε₀k²)[(qe + ρ₂k²)(1/ε + βk²) − (qe/ε)(1 − s²k²/2)]
  = (1/ε₀)[ρ₂/ε + qeβ + qes²/(2ε)].

Since −qeΔφ = qeS/Ω, the alignment term is

−qeΔφ = qeρ₂/(ε₀εΩ) + q²e²β/(ε₀Ω) + q²e²s²/(2ε₀εΩ).

Its last part cancels the s² term of −E_lat, so the choice of model width does not matter. Its β part, minus the half in (2), leaves the positive half in (17). The two results are identical. The β part of the alignment term is the interaction of defect and background through the short-range part of w, counted once. The separate β term is the self-interaction of the background through the same part of w, which has half the size and the opposite sign.

For a worked example, take a vacancy on the A site of a compound AB with charge numbers 0, −1 and −2. All parameters are round model values. The defect charge and the host response are

ρ(k) = e(q + ck²)exp(−σ²k²/2),

ε(k) = 1 + 1/[1/(ε − 1) + k²/κ²],

with σ = 0.10 nm, c = −0.004 nm², ε = 10 and κ = 20 nm⁻¹. The term in c is a neutral core charge present in every charge state. Expanding 1/ε(k) gives β = [(ε − 1)/ε]²/κ² = 0.81/400 nm² = 0.002025 nm². The cell has L = 1 nm, the model width is s = 0.12 nm, and e²/ε₀ = 18.10 eV nm.

For q = −2 the first part of the correction is the point-charge term,

αq²e²/(8πε₀εL) = 2.8373 × 4 × 18.10/(80π) eV = 0.817 eV.

The width term is −4 × 18.10 × 0.0144/20 eV = −0.052 eV. Summing the potentials over the reciprocal lattice at the corner of the cell gives Δφ = 0.0885 V, so the alignment term is +0.177 eV. The host term is −4 × 18.10 × 0.002025/2 eV = −0.073 eV. Together,

E_corr = 0.817 − 0.052 + 0.177 − 0.073 eV = 0.869 eV.

The reciprocal route needs ρ₂/e = c − qσ²/2 = −0.004 + 0.010 nm² = 0.006 nm². The last two terms of (17) are then 18.10 × (−0.0012 + 0.00405) eV = 0.052 eV, and the total is again 0.869 eV. Direct evaluation of (15), with numerical quadrature for the integral, gives E_iso = 4.078 eV and E_per = 3.209 eV, which differ by the same amount. For q = −1 the correction is 0.221 eV, and for q = 0 it vanishes.

With the point-charge term alone, the error for q = −2 relative to the isolated defect is −0.052 eV at L = 1 nm, −0.00645 eV at 2 nm and −0.0019 eV at 3 nm. It falls as 1/L³, as (17) requires. Without any correction the error at 3 nm is still −0.27 eV.

The rest of E[D^q] − E[bulk] is chosen as 6.8, 12.1 and 16.8 eV for q = 0, −1 and −2. Let E_V = 6.0 eV, and let μ_A = −4.0 eV when elemental A is present. One A atom is removed, so n_A = −1 and −n_Aμ_A = −4.0 eV. At E_F = 0,

E_f(−2) = 16.8 + 3.209 − 4.0 − 12.0 + 0.869 eV = 4.878 eV.

In the same way E_f(−1) = 3.511 eV and E_f(0) = 2.994 eV. Equation (8) gives

ε(0/−) = 3.511 − 2.994 eV = 0.517 eV,

ε(−/2−) = 4.878 − 3.511 eV = 1.367 eV.

The uncorrected levels are 0.297 and 0.719 eV. The second shifts more because the correction grows roughly as q², so the step from −1 to −2 changes it more than the step from 0 to −1.

Set E_F = 1.0 eV, in a gap of 2.0 eV. The stable charge number is −1, and E_f = 3.511 − 1.0 eV = 2.511 eV, or 4.02 × 10⁻¹⁹ J. At 1200 K, kT = 0.1034 eV. With 5 × 10²⁸ sites per cubic metre and g = 2, the dilute form of (7) gives 2.8 × 10¹⁸ m⁻³.

If elemental B is present instead, μ_A + μ_B = μ_AB lowers μ_A by the size of the formation enthalpy of AB, chosen as 0.6 eV. Removing an A atom is then cheaper. E_f becomes 1.911 eV and the density 9.4 × 10²⁰ m⁻³, while the levels stay in place.

The two derivations ask for different things. In the thermodynamic part, the grand potential takes μ_i and μ_e as given and treats each site as an independent open system. It yields the sum over charge states and the mean charge without counting arrangements. Both derivations need reservoirs large enough to keep the chemical potentials constant. The particle balance, as derived here, also assumes large defect numbers, because it uses Stirling's formula. In return it displays the conservation of electrons and leads to the neutrality condition. Both treat the defects as independent of one another and leave out vibrations.

In the electrostatic part, the real-space route needs a region far enough from the defect for Δφ to be read. It does not need the detailed charge distribution. The reciprocal route uses a Gaussian only as a mathematical tool that drops out of the result, and no far potential has to be read. Like the real-space route, it requires the defect charge and the short-range part of w to fit well inside the cell. It also needs ρ₂, which must be defined for the charge that the host screens. In an atomistic calculation the potential is directly available, while the split into defect charge and host response is not, so the first form is the practical one. It still needs β, which belongs to the perfect host and can be calculated separately from any defect. β is a single number only in the isotropic model. Even in a cubic crystal, symmetry allows a term proportional to (k_x⁴ + k_y⁴ + k_z⁴)/k² in 1/ε(k), so the coefficient of k² depends on the direction of k.

The background–defect step also assumes less than linear response. To first order, adding a weak charge density b to any ground state changes its energy by ∫bφ d³r, where φ is the potential already present. That statement survives if the atoms near the defect respond nonlinearly. The reciprocal route takes the energy to be quadratic in ρ from the start.

Both routes fail together when their shared picture of the defect fails. If the added electron occupies a band state or a wide shallow-donor orbital, its charge is not confined to the cell. In hexagonal polytypes of silicon carbide the permittivity depends on direction, and the lattice energy must be recalculated with a permittivity tensor. In a real crystal, atomic structure and a defect that is not spherical can leave further terms of order 1/L³ or smaller. One source is the direction-dependent part of β. It gives φ_sr a tail that falls only as 1/r³, so Δφ differs from one far point of the cell to another at order 1/L³, and the energy gains a term of that order which (2) and (17) do not contain. Such terms scale like the alignment and β terms and need not be smaller than they are. Repeating the calculation in larger cells shows how much of the corrected energy still depends on L.
